# Double Macroscopic Averaging and the Potential Lineup at a Heterojunction

## One window and one ripple

Take a profile with a single harmonic about its mean,

\[
f(z)=f_0+c\cos\frac{2\pi z}{b},
\]

and average it over a window of length \(l\) centred on \(z\). Integrating the cosine and using \(\sin(u+v)-\sin(u-v)=2\cos u\sin v\) gives

\[
\frac1l\int_{z-l/2}^{z+l/2}f(x)\,dx
=f_0+c\,\frac{\sin(\pi l/b)}{\pi l/b}\cos\frac{2\pi z}{b}.
\]

If \(l=b\), the sine vanishes and the mean remains. If \(l\) is slightly wrong, the ripple is reduced but survives.

A junction between two crystals with different layer spacings brings in this error, because a window matched to one is wrong for the other. Let \(z\) be the growth axis, with Si on the left and Ge on the right, and let \(f\) be a quantity already averaged over the planes normal to \(z\). Its periods are the layer spacings \(a\) in Si and \(b\) in Ge. For Ge strained to a Si substrate, the rough lattice data used below give \(a=0.13575\) nm and \(b=0.14581\) nm. A window of length \(a\) is right for Si, but in Ge it multiplies the first harmonic by

\[
\frac{\sin(0.931\pi)}{0.931\pi}\approx0.074 .
\]

In the example below, the electron potential energy in Ge has a peak-to-peak ripple of 31.12 eV on a 4096-point grid, which slightly rounds the kinks at the nuclei. Were it all in the first harmonic, about 2.3 eV would remain. The calculated profile has higher harmonics too, and its remainder is 2.03 eV, comparable with the potential step being sought.

Changing the window from \(a\) to \(b\) at the interface would need a switching rule, and the averaged potential and charge would no longer obey the same Poisson equation there. The remedy is to apply both windows everywhere.

## Two windows, and why locality matters

Define \(w_l(x)=1/l\) for \(|x|<l/2\) and zero elsewhere. The double macroscopic average is

\[
\bar f(z)=\int W(x)f(z-x)\,dx,\qquad W=w_a*w_b,
\]

where the star denotes convolution. The Fourier factor of one window is

\[
\frac1l\int_{-l/2}^{l/2}e^{-ikx}dx=\frac{\sin(kl/2)}{kl/2},
\]

so that of the pair is

\[
\widehat W(k)=\frac{\sin(ka/2)}{ka/2}\,\frac{\sin(kb/2)}{kb/2}.
\]

It vanishes at every nonzero multiple of \(2\pi/a\) and of \(2\pi/b\), and \(\widehat W(0)=1\).

These zeros do not finish the proof, because neither ripple extends over all space. A ripple cut off at a junction has a continuous spectrum around each harmonic. The missing ingredient is the finite range of \(W\).

Suppose \(f\) equals an \(a\)-periodic function \(f_A\) for \(z<-d\) and a \(b\)-periodic function \(f_B\) for \(z>d\); the form of \(f\) in between is arbitrary. On the left, apply \(w_a\) first. For \(z<-d-a/2\), its window lies wholly in Si and covers one full period, so the result is the constant mean \(\langle f_A\rangle\). Now apply \(w_b\). For \(z<-d-(a+b)/2\), it sees that constant alone, hence

\[
\bar f(z)=\langle f_A\rangle,\qquad z<-d-\frac{a+b}{2}.
\]

On the right, apply \(w_b\) first and \(w_a\) second. The order may be exchanged because convolutions commute, and the same argument gives

\[
\bar f(z)=\langle f_B\rangle,\qquad z>d+\frac{a+b}{2}.
\]

Both bulk oscillations are therefore removed at a finite distance, whatever their harmonics. If \(f\) approaches its bulk forms through decaying tails, the remaining error is the average of those tails over the window.

The kernel itself follows from the overlap of two boxes whose centres are \(x\) apart:

\[
W(x)=\frac{1}{ab}\min\!\left(a,\;b,\;\frac{a+b}{2}-|x|\right),
\qquad |x|<\frac{a+b}{2},
\]

and zero outside. It is a trapezoid of half-width \((a+b)/2=0.14078\) nm. It has unit area and is even, so

\[
\int W(x)\,[\alpha+F(z-x)]\,dx=\alpha+Fz .
\]

A constant and a uniform slope pass through unchanged.

A sharp test junction shows the range. With \(z\) in nm, take \(f=2\cos(2\pi z/a)+\cos(6\pi z/a)\) on the left and \(f=1+1.5\sin(2\pi z/b)\) on the right, and add \(0.7z\) everywhere. At \(z=\mp(a+b)/2\), the average equals the bulk mean plus the line within \(10^{-6}\). At a distance \(a/2\) inside the left limit, it misses by 0.127.

Two limits help in choosing windows. If \(a=b\), one window of exactly that length suffices. A second widens the smoothing, but also further reduces the ripple left by a slightly wrong length. If one period is an integer multiple of the other, both bulk profiles repeat over the longer period, so the longer window alone removes both ripples. Otherwise neither \(w_a\) nor \(w_b\) alone suffices for general profiles. The price is resolution: inside the interface, \(\bar f\) is a smeared profile, not a local band edge. A plateau is also guaranteed only in a slab thicker than \(2d+a+b\), with \(d\) measured from each interface.

## Putting the filter on a grid

A superlattice calculation supplies \(N\) equally spaced samples over a periodic length \(L\). A moving mean over whole grid points is tempting, but \(a\) and \(b\) need not be multiples of the grid spacing \(h\). The mean of \(M\) neighbouring samples multiplies a harmonic by

\[
\frac1M\sum_{j=0}^{M-1}e^{i(j-(M-1)/2)kh}
=\frac{\sin(Mkh/2)}{M\sin(kh/2)},
\]

by the geometric sum. Its zeros lie at \(k=2\pi n/(Mh)\), for integers \(n\) that are not multiples of \(M\), and not at the harmonics of the crystal.

For \(L=6.7575\) nm and 480 points, \(h=0.01408\) nm. The two periods are 9.64 and 10.36 grid steps, and both round to 10. For the first Ge harmonic the factor is 0.0362 per window, or 0.00131 for two. Were the whole 31.12 eV ripple in the first harmonic, about 41 meV would remain. The calculated remainder, which includes the higher harmonics with their own factors, is 39.5 meV.

The cure is to multiply each Fourier coefficient by the continuous factor \(\widehat W(k)\) at \(k=2\pi m/L\):

```python
import numpy as np

def double_average(f, L, a, b):
    m = np.arange(len(f)//2 + 1)
    c = np.fft.rfft(f)
    c *= np.sinc(m*a/L) * np.sinc(m*b/L)
    return np.fft.irfft(c, len(f))
```

Here `np.sinc(x)` means \(\sin(\pi x)/(\pi x)\), which supplies the required factor because \(ka/2=\pi ma/L\). Neither \(a\) nor \(b\) has to divide \(L\). The operation is the exact convolution of \(W\) with the trigonometric series represented by the samples.

That series must still represent the profile. In both 480-point tests here, the Fourier coefficients of the potential were computed directly and cut off at the grid limit. The Fourier filter then leaves 0.065 meV in Ge. With the cutoff of a 4096-point grid and the same windows, it leaves \(5\times10^{-9}\) eV. The cutoff, not the window length, sets the larger remainder.

Point samples of a potential with sharp kinks at the nuclei behave differently. Harmonics above the grid limit are aliased to smaller \(k\), where the filter no longer removes them. In this all-electron example, that would leave roughly 0.3 to 0.6 eV in Ge with 480 points and 4 to 9 meV with 4096, depending on where the grid points fall relative to the nuclei. Such a profile must be band-limited before it is sampled.

## From the interface dipole to the lineup

Let \(\rho\) be the total charge density, nuclei included, and let \(V=-e\phi\) be the potential energy of an electron, with \(e>0\). Poisson's equation \(\phi''=-\rho/\varepsilon_0\) becomes

\[
V''=\frac{e}{\varepsilon_0}\rho .
\]

Convolution commutes with differentiation, so the averaged quantities obey

\[
\bar V''=\frac{e}{\varepsilon_0}\bar\rho .
\]

This is why charge and potential must receive the same filter.

The raw charge gives no usable dipole. Integration by parts between \(z_1\) in Si and \(z_2\) in Ge yields

\[
-\frac{e}{\varepsilon_0}\int_{z_1}^{z_2}z\rho\,dz
=V(z_2)-V(z_1)-z_2V'(z_2)+z_1V'(z_1).
\]

Every term on the right oscillates as an endpoint moves through a unit cell, and the terms with \(zV'\) grow with distance.

After averaging, assume first that both bulk regions are neutral and free of macroscopic field, so \(\bar V'=0\) at \(z_1\) and \(z_2\). The boundary terms vanish, leaving

\[
\boxed{\Delta V=\bar V(z_2)-\bar V(z_1)
=-\frac{e}{\varepsilon_0}\int_{z_1}^{z_2}z\bar\rho(z)\,dz.}
\]

Integrating Poisson's equation once gives

\[
\int_{z_1}^{z_2}\bar\rho\,dz
=\frac{\varepsilon_0}{e}\left[\bar V'(z_2)-\bar V'(z_1)\right]=0 .
\]

The net interface charge is zero, so moving the origin of \(z\) does not alter the dipole. The sign is easy to check: electrons moved from left to right leave positive charge at smaller \(z\), make the dipole negative and raise \(V\) on the right.

If uniform fields remain, the plateaus become lines with slopes \(F_L\) and \(F_R\). Choose an interface plane \(z_0\) and extrapolate both lines to it:

\[
\Delta V(z_0)=\left[\bar V(z_2)-(z_2-z_0)F_R\right]
-\left[\bar V(z_1)-(z_1-z_0)F_L\right].
\]

Integrating \((z-z_0)\bar V''\) by parts produces these same terms with the opposite sign, so

\[
\Delta V(z_0)=-\frac{e}{\varepsilon_0}
\int_{z_1}^{z_2}(z-z_0)\bar\rho(z)\,dz .
\]

When \(F_L\ne F_R\), the interface carries net charge and the answer depends on \(z_0\), which must then be stated. If a bulk region has averaged space charge, its potential is curved and this linear extrapolation fails.

## A Si/Ge superlattice built from atoms

The example stacks 24 atomic layers of Si and 24 of Ge along (001), with the in-plane lattice constant of Si. The rough inputs are lattice constants of 0.543 and 0.566 nm and an elastic ratio \(2C_{12}/C_{11}=0.75\) for Ge. Hence

\[
a=\frac{0.543}{4}=0.13575\ \text{nm},\qquad
b=\frac{0.566+0.75(0.566-0.543)}{4}=0.14581\ \text{nm}.
\]

The area per atom in a layer is \(A=0.543^2/2=0.14742\) nm².

The charge is a superposition of free neutral atoms in the spherical \(s^1p^3\) quintet state, from all-electron unrestricted Hartree–Fock with the def2-TZVP basis. Correlation, bonding and self-consistent rearrangement at the interface are left out. The model is useful here because its lineup can also be found without any filtering.

Let \(V_1(z)\) be the planar potential of one atomic layer and \(\lambda(z)\) its charge density. The layer is neutral and symmetric, so \(V_1\) can vanish on both sides. Two integrations by parts give

\[
\int V_1\,dz=\int\frac{z^2}{2}V_1''\,dz
=\frac{e}{2\varepsilon_0}\int z^2\lambda\,dz .
\]

The nuclei at \(z=0\) contribute nothing. The electrons contribute \(-e\langle z^2\rangle/A\), and spherical symmetry gives \(\langle z^2\rangle=\langle r^2\rangle/3\), where the brackets sum over all electrons of the atom. A stack with spacing \(l\) therefore has the mean

\[
\langle V\rangle=\frac1l\int V_1\,dz
=-\frac{e^2\langle r^2\rangle}{6\varepsilon_0Al}.
\]

With \(e^2/\varepsilon_0=18.0951\) eV nm, the two means are

\[
\langle V\rangle_{\rm Si}
=-\frac{18.0951\times0.091226}{6\times0.14742\times0.13575}
=-13.75\ \text{eV},
\]

\[
\langle V\rangle_{\rm Ge}
=-\frac{18.0951\times0.118350}{6\times0.14742\times0.14581}
=-16.60\ \text{eV}.
\]

Their difference, taken before rounding, is \(-2.86\) eV. The filtered potential has the same step. The filtered charge has a dipole per unit area of 0.157872 \(e\)/nm, so

\[
\Delta V=-18.0951\times0.157872=-2.86\ \text{eV}.
\]

The three values agree to the four printed decimals. As a separate test of the filter, the atomic potentials were found by radial integration and averaged directly with the trapezoid at five points: the two slab centres and \(z=-0.1\), 0 and 0.2 nm. The largest difference from the Fourier result was \(1.5\times10^{-6}\) eV.

In this model the interface dipole records the different bulk means of the two atomic stacks. It does not describe electrons transferred between them. Opening each interface by 0.02 nm, with the atoms and layer spacings fixed, leaves the lineup unchanged to within a numerical remainder of about \(10^{-9}\) eV: deep in each slab, the potential comes from that slab's own atoms.

A real rearrangement adds to this. Move \(q\) electrons per interface atom from the last Si layer to the first Ge layer, a distance \(s=(a+b)/2\). The added dipole is \(-eqs/A\), and the lineup changes by

\[
\delta(\Delta V)=\frac{e^2qs}{\varepsilon_0A}
=\frac{18.0951\times0.01\times0.14078}{0.14742}
=0.173\ \text{eV}
\]

for \(q=0.01\). The filter recovers this shift when the charge is added to the superlattice. Here \(q\) is the final displaced charge, with screening already included.

## What the number can be used for

The method resolves the step far more finely than the atomic model deserves. Replacing the quintet atoms by spin-restricted, spherically averaged \(s^2p^2\) atoms, with the geometry fixed, changes the lineup from \(-2.86\) to \(-1.94\) eV. This 0.92 eV shift equals that of about 0.05 electron moved per interface atom. Between standard basis sets even its sign changes, so it is not a converged correction. Much of it comes from the spin-restricted fractional occupation in this basis: spin-unrestricted triplet \(s^2p^2\) atoms, averaged over orientation, shift the lineup by only about 0.25 eV in the same basis. The quintet lineup itself moves by about 0.1 eV between standard basis sets. Scalar relativity shifts the lineup by 0.13 eV, a 1% larger Ge spacing by 0.16 eV, and heating by 100 K, through rough thermal expansion alone, by 0.01 eV.

The lattice constants and the strain are in the range of real Si/Ge structures, but the Ge thickness is not typical of coherent growth. The 24 layers span 3.5 nm, whereas pure Ge on Si stays flat and fully strained for roughly a few layers. Thicker films tend to form islands or dislocations. If the Ge relaxed fully to a cubic cell of 0.566 nm, its volume per atom would rise from 0.02150 to 0.02267 nm³. In the same superposition model, its mean potential would become \(-16.60\times0.02150/0.02267\approx-15.7\) eV, and the lineup about \(-2.0\) eV. Charge at the misfit defects would add a further, uncalculated shift.

Nor is \(\Delta V\) a band offset. If \(E_{v,\rm Si}\) and \(E_{v,\rm Ge}\) are the bulk valence-band edges measured from their own mean potentials, the offset is

\[
\Delta E_v=E_{v,\rm Ge}-E_{v,\rm Si}+\Delta V .
\]

All terms must use the same description of the cores: an all-electron mean cannot be combined with band energies referred to a pseudopotential mean. For a device calculation, the superposed density should be replaced by a self-consistent one with the appropriate strain. The averaging and the dipole formula stay the same. The main values are listed in the numerical output.

## Values computed for the example and the checks

```
Si lattice constant, rough input: 0.543 nm
Ge lattice constant, rough input: 0.566 nm
Ge elastic ratio 2C12/C11, rough input: 0.75
thermal expansion Si, Ge, rough: 2.6e-06, 5.9e-06 1/K
layers of each material: 24; grid points: 4096
period a (Si): 0.13575 nm
period b (strained Ge): 0.14581 nm
area per atom in a layer: 0.14742 nm^2
supercell length: 6.7575 nm
e^2/eps0: 18.0951 eV nm
kernel half-width (a+b)/2: 0.14078 nm
sharp junction: error a/2 inside the reach: 0.1274
Si sum of r^2 over electrons: 0.091226 nm^2
Ge sum of r^2 over electrons: 0.118350 nm^2
raw V ripple in Si: 15.60 eV
raw V ripple in Ge: 31.12 eV
V ripple in Ge after window a only: 2.034 eV
V ripple after both, Si: 8.0e-09 eV
V ripple after both, Ge: 5.3e-09 eV
averaged V in Si: -13.7474 eV
averaged V in Ge: -16.6041 eV
peak averaged charge at interface: 52.52 e/nm^3
largest averaged charge in bulk: 7.6e-04 e/nm^3
net averaged interface charge: -1.4e-09 e/nm^2
interface dipole per area: 0.157872 e/nm
lineup Ge minus Si, from potential: -2.8567 eV
lineup Ge minus Si, from dipole: -2.8567 eV
lineup Ge minus Si, from r^2: -2.8567 eV
real-space versus Fourier average: 1.5e-06 eV
coarse grid: 480 points; rounded windows: [10, 10] points
coarse-grid ripple in Ge, rounded windows: 39.511 meV
coarse-grid ripple in Ge, exact windows: 0.06505 meV
lineup change for 0.02 nm wider gap: -1.3e-09 eV
electrons moved per interface atom: 0.01
lineup change from moved electrons, filter: 0.1728 eV
lineup change from moved electrons, formula: 0.1728 eV
lineup with s2p2 atoms: -1.9376 eV
change from s2p2 atoms: 0.9191 eV
change from scalar relativity: 0.1335 eV
change from 1% larger Ge spacing: 0.1644 eV
change from heating by 100 K: 0.0115 eV
```
